# Counting Spin Eigenfunctions and Building the Two Four-Electron Singlets: verification in Python

```python
"""
Result under test: N singly occupied orbitals carry
    f(N,S) = C(N, N/2-S) - C(N, N/2-S-1)
independent spin functions of total spin S at each fixed M, and the two
four-electron singlets built genealogically are
    A = (abab - abba - baab + baba)/2                          path 1/2,0,1/2,0
    B = (2aabb + 2bbaa - abab - abba - baba - baab)/sqrt(12)   path 1/2,1,1/2,0
Symbols: a, b = spin up, down (electron 1 leftmost); S, M = total spin and its
z component; hbar = 1; J = exchange constant of a four-spin open chain.
Spins are stored doubled (two_s = 2S, two_m = 2M) to keep them integers.
"""
from itertools import product
from math import comb, sqrt
import numpy as np

SX = np.array([[0, 1], [1, 0]]) / 2
SY = np.array([[0, -1j], [1j, 0]]) / 2
SZ = np.diag([0.5, -0.5])


def on_site(op, i, n):
    return np.kron(np.kron(np.eye(2**i), op), np.eye(2**(n - i - 1)))


def total_spin(n):
    """Return S^2, S_plus and the doubled M of each product function."""
    x, y, z = (sum(on_site(op, i, n) for i in range(n)) for op in (SX, SY, SZ))
    s_squared = (x @ x + y @ y + z @ z).real
    return s_squared, (x + 1j * y).real, np.rint(2 * np.diag(z)).astype(int)


def binomial(n, k):
    return comb(n, k) if k >= 0 else 0


def f_formula(n, two_s):
    k = (n - two_s) // 2
    return binomial(n, k) - binomial(n, k - 1)


def branching_paths(n):
    """All sequences of doubled partial spins that never become negative."""
    paths = []
    for steps in product((1, -1), repeat=n):
        path = tuple(int(v) for v in np.cumsum(steps))
        if min(path) >= 0:
            paths.append(path)
    return paths


# Count by diagonalizing S^2 in every M sector, and test that S_plus is onto
spin = {n: total_spin(n) for n in range(1, 9)}
for n, (s_squared, s_plus, two_m) in spin.items():
    for m in range(-n, n + 1, 2):
        sector = np.flatnonzero(two_m == m)
        assert len(sector) == comb(n, (n - m) // 2)
        values = np.linalg.eigvalsh(s_squared[np.ix_(sector, sector)])
        for t in range(n % 2, n + 1, 2):
            found = int(np.sum(abs(values - t * (t + 2) / 4) < 1e-8))
            assert found == (f_formula(n, t) if abs(m) <= t else 0)
        if 0 <= m < n:
            above = np.flatnonzero(two_m == m + 2)
            rank = np.linalg.matrix_rank(s_plus[np.ix_(above, sector)])
            assert rank == len(above)

# Count by enumerating the paths of the branching diagram
path_count = {}
for n in range(1, 13):
    ends = [p[-1] for p in branching_paths(n)]
    for t in range(n % 2, n + 1, 2):
        path_count[n, t] = ends.count(t)
        assert path_count[n, t] == f_formula(n, t)
    assert sum((t + 1) * f_formula(n, t) for t in range(n % 2, n + 1, 2)) == 2**n


def genealogical(path, two_m):
    """Spin function of a path, built by adding one electron at a time."""
    if abs(two_m) > path[-1]:
        return np.zeros(2**len(path))
    if len(path) == 1:
        return np.array([1.0, 0.0]) if two_m == 1 else np.array([0.0, 1.0])
    s, m, parent = path[-1] / 2, two_m / 2, path[:-1]
    if path[-1] > parent[-1]:
        c_up, c_down = sqrt((s + m) / (2 * s)), sqrt((s - m) / (2 * s))
    else:
        c_up = -sqrt((s - m + 1) / (2 * s + 2))
        c_down = sqrt((s + m + 1) / (2 * s + 2))
    return (c_up * np.kron(genealogical(parent, two_m - 1), [1, 0])
            + c_down * np.kron(genealogical(parent, two_m + 1), [0, 1]))


# Orthonormality, all partial spins and ladder phases of the construction
for n in range(1, 7):
    everything = []
    s_minus = spin[n][1].T
    for path in branching_paths(n):
        s = path[-1] / 2
        for m2 in range(-path[-1], path[-1] + 1, 2):
            v = genealogical(path, m2)
            everything.append(v)
            for k in range(1, n + 1):
                partial = np.kron(spin[k][0], np.eye(2**(n - k)))
                t = path[k - 1]
                assert np.allclose(partial @ v, t * (t + 2) / 4 * v, atol=1e-10)
            factor = sqrt((s + m2 / 2) * (s - m2 / 2 + 1))
            lowered = factor * genealogical(path, m2 - 2)
            assert np.allclose(s_minus @ v, lowered, atol=1e-10)
    everything = np.array(everything)
    assert everything.shape == (2**n, 2**n)
    assert np.allclose(everything @ everything.T, np.eye(2**n), atol=1e-10)

# The two explicit singlets
labels = ["".join(p) for p in product("ab", repeat=4)]


def from_terms(terms, norm):
    return np.array([terms.get(lab, 0) for lab in labels]) / norm


A = from_terms({"abab": 1, "abba": -1, "baab": -1, "baba": 1}, 2)
B = from_terms({"aabb": 2, "bbaa": 2, "abab": -1, "abba": -1,
                "baba": -1, "baab": -1}, sqrt(12))
gen_A, gen_B = genealogical((1, 0, 1, 0), 0), genealogical((1, 2, 1, 0), 0)
assert np.allclose(A, gen_A) and np.allclose(B, gen_B)
pair_12 = np.kron(spin[2][0], np.eye(4))
pair_34 = np.kron(np.eye(4), spin[2][0])
for v, pair_value in ((A, 0), (B, 2)):
    assert abs(v @ v - 1) < 1e-12
    assert np.allclose(spin[4][0] @ v, 0, atol=1e-12)
    assert np.allclose(pair_12 @ v, pair_value * v, atol=1e-12)
    assert np.allclose(pair_34 @ v, pair_value * v, atol=1e-12)

# Same coefficients on determinants: fermion operators for 4 orbitals x 2 spins
parity, create_one = np.diag([1.0, -1.0]), np.array([[0.0, 0.0], [1.0, 0.0]])


def creator(orbital, sigma):
    mode = 2 * orbital + (sigma == "b")
    out = np.eye(1)
    for j in range(8):
        out = np.kron(out, parity if j < mode else
                      create_one if j == mode else np.eye(2))
    return out


cr = {(p, s): creator(p, s) for p in range(4) for s in "ab"}
raise_f = sum(cr[p, "a"] @ cr[p, "b"].T for p in range(4))
z_f = sum(cr[p, "a"] @ cr[p, "a"].T - cr[p, "b"] @ cr[p, "b"].T
          for p in range(4)) / 2
x_f, y_f = (raise_f + raise_f.T) / 2, (raise_f - raise_f.T) / 2j
s2_fermion = (x_f @ x_f + y_f @ y_f + z_f @ z_f).real
vacuum = np.eye(256)[0]


def determinant(label, alpha_first=False):
    order = [(p, label[p]) for p in range(4)]
    if alpha_first:
        order.sort(key=lambda q: (q[1], q[0]))
    state = vacuum
    for key in reversed(order):
        state = cr[key] @ state
    return state


dets = np.array([determinant(lab) for lab in labels])
dets_alpha = np.array([determinant(lab, True) for lab in labels])
order_sign = np.rint(np.sum(dets * dets_alpha, axis=1)).astype(int)
for lab, sign in zip(labels, order_sign):
    inversions = sum(lab[i] == "b" and lab[j] == "a"
                     for i in range(4) for j in range(i + 1, 4))
    assert sign == (-1)**inversions
for v in (A, B):
    assert np.allclose(s2_fermion @ (v @ dets), 0, atol=1e-12)
    assert np.allclose((v * order_sign) @ dets_alpha, v @ dets)
wrong = {name: (v @ dets_alpha) @ s2_fermion @ (v @ dets_alpha)
         for name, v in (("A", A), ("B", B))}
assert wrong["A"] > 0.1

# Worked example: open chain of four spins
J = 10.0  # meV, chosen model value


def exchange(i, j):
    return sum(on_site(op, i, 4) @ on_site(op, j, 4) for op in (SX, SY, SZ)).real


H = J * (exchange(0, 1) + exchange(1, 2) + exchange(2, 3))
basis = np.array([A, B])
H_csf = basis @ H @ basis.T
assert np.allclose(H_csf, J * np.array([[-1.5, sqrt(3) / 4], [sqrt(3) / 4, 0]]))
E_csf, vectors = np.linalg.eigh(H_csf)
# A large multiple of S^2 lifts all other spins above the singlets
E_full = np.linalg.eigvalsh(H + 1000 * J * spin[4][0])[:2]
assert np.allclose(E_csf, E_full, atol=1e-7)
assert np.allclose(E_csf, J * np.array([-0.75 - sqrt(3) / 2, -0.75 + sqrt(3) / 2]))
assert E_csf[0] < np.linalg.eigvalsh(H)[0] + 1e-9  # singlet is the ground state

print("Four electrons: product functions d(M) and spin functions f(4,S)")
for t in (0, 2, 4):
    d = int(np.sum(spin[4][2] == t))
    print(f"  M=S={t // 2}: d={d}, f={path_count[4, t]}")
print("Branching diagram, f(N,S) from path counting (dimensionless)")
for n in range(1, 9):
    row = ", ".join(f"S={t / 2:g}: {path_count[n, t]}"
                    for t in range(n % 2, n + 1, 2))
    print(f"  N={n}: {row}")
print("M=0 determinants and singlet CSFs, one open-shell configuration")
for n in (4, 6, 8, 10, 12):
    print(f"  N={n}: determinants {comb(n, n // 2)}, singlets {path_count[n, 0]}")
print("Coefficients of A and B; sign for alpha-first operator order")
for i, lab in enumerate(labels):
    if lab.count("a") == 2:
        print(f"  {lab}: A={gen_A[i]:+.6f}, B={gen_B[i]:+.6f}, "
              f"sign={order_sign[i]:+d}")
print(f"Overlap <A|B> = {abs(gen_A @ gen_B):.6f}")
for name, v in (("A", A), ("B", B)):
    print(f"{name}: <S^2> = {abs(v @ spin[4][0] @ v):.6f}, "
          f"pair 1,2 <S12^2> = {abs(v @ pair_12 @ v):.6f}")
    print(f"{name}: <S^2> with ordering sign dropped = {wrong[name]:.6f}")
print(f"Chain: J = {J:.1f} meV")
print(f"H_AA = {H_csf[0, 0]:.4f} meV")
print(f"H_AB = {H_csf[0, 1]:.4f} meV")
print(f"H_BB = {abs(H_csf[1, 1]):.4f} meV")
print(f"Singlet energies, 2x2 CSF matrix: {E_csf[0]:.4f}, {E_csf[1]:.4f} meV")
print(f"Singlet energies, 16-dim space:   {E_full[0]:.4f}, {E_full[1]:.4f} meV")
print(f"Lowest singlet: coefficient ratio B/A = {vectors[1, 0] / vectors[0, 0]:.4f}")
print(f"Lowest singlet: weight A = {vectors[0, 0]**2:.4f}, "
      f"weight B = {vectors[1, 0]**2:.4f}")
print("PASS")
```

Output:

```
Four electrons: product functions d(M) and spin functions f(4,S)
  M=S=0: d=6, f=2
  M=S=1: d=4, f=3
  M=S=2: d=1, f=1
Branching diagram, f(N,S) from path counting (dimensionless)
  N=1: S=0.5: 1
  N=2: S=0: 1, S=1: 1
  N=3: S=0.5: 2, S=1.5: 1
  N=4: S=0: 2, S=1: 3, S=2: 1
  N=5: S=0.5: 5, S=1.5: 4, S=2.5: 1
  N=6: S=0: 5, S=1: 9, S=2: 5, S=3: 1
  N=7: S=0.5: 14, S=1.5: 14, S=2.5: 6, S=3.5: 1
  N=8: S=0: 14, S=1: 28, S=2: 20, S=3: 7, S=4: 1
M=0 determinants and singlet CSFs, one open-shell configuration
  N=4: determinants 6, singlets 2
  N=6: determinants 20, singlets 5
  N=8: determinants 70, singlets 14
  N=10: determinants 252, singlets 42
  N=12: determinants 924, singlets 132
Coefficients of A and B; sign for alpha-first operator order
  aabb: A=+0.000000, B=+0.577350, sign=+1
  abab: A=+0.500000, B=-0.288675, sign=-1
  abba: A=-0.500000, B=-0.288675, sign=+1
  baab: A=-0.500000, B=-0.288675, sign=+1
  baba: A=+0.500000, B=-0.288675, sign=-1
  bbaa: A=+0.000000, B=+0.577350, sign=+1
Overlap <A|B> = 0.000000
A: <S^2> = 0.000000, pair 1,2 <S12^2> = 0.000000
A: <S^2> with ordering sign dropped = 4.000000
B: <S^2> = 0.000000, pair 1,2 <S12^2> = 2.000000
B: <S^2> with ordering sign dropped = 1.333333
Chain: J = 10.0 meV
H_AA = -15.0000 meV
H_AB = 4.3301 meV
H_BB = 0.0000 meV
Singlet energies, 2x2 CSF matrix: -16.1603, 1.1603 meV
Singlet energies, 16-dim space:   -16.1603, 1.1603 meV
Lowest singlet: coefficient ratio B/A = -0.2679
Lowest singlet: weight A = 0.9330, weight B = 0.0670
PASS
```
